# Relativistic corrections to 1s binding energies of carbon to fluorine

A nonrelativistic core-hole calculation leaves out an energy that grows steeply along a row of the periodic table. In the atomic calculations described below, the missing part of the 1s binding energy is about 0.06 eV for carbon and about 0.51 eV for fluorine. If it is ignored, an error due to relativity looks like a defect of the density functional or basis that worsens from C to F. Estimating it with the wrong screening does not help: the usual screened charge of a 1s orbital gives 0.19 eV for carbon, three times too much.

Hartree atomic units are used, with $c=1/\alpha$ and $\alpha^2=5.325\times10^{-5}$; main results are converted to eV. The binding energy is the energy of the core-hole ion minus that of the atom, and the correction is

$$\delta=I_{\rm rel}-I_{\rm nr}.$$

A positive $\delta$ must be added to the nonrelativistic binding energy.

## The envelope estimate

A 1s electron near a charge $Z$ has momentum of order $Z$. The kinetic energy $\sqrt{c^4+p^2c^2}-c^2=p^2/2-\alpha^2p^4/8+\dots$ therefore has a correction of order $\alpha^2Z^4$. The potential energy is corrected at the same order, so the coefficient needs the Dirac equation.

For an s electron, let $P$ and $Q$ be $r$ times the large and small radial functions, and let $\varepsilon$ be the energy without the rest energy. The radial equations in the potential $-Z/r$ are

$$c\left(P'-\frac Pr\right)=\left(\varepsilon+2c^2+\frac Zr\right)Q,\qquad
-c\left(Q'+\frac Qr\right)=\left(\varepsilon+\frac Zr\right)P .$$

Try $P=Ar^\gamma e^{-\lambda r}$ and $Q=Br^\gamma e^{-\lambda r}$. The terms in $1/r$ give

$$cA(\gamma-1)=ZB,\qquad -cB(\gamma+1)=ZA.$$

Multiplying these equations gives $c^2(1-\gamma^2)=Z^2$, or $\gamma=\sqrt{1-Z^2\alpha^2}$. The constant terms give $\varepsilon+2c^2=-c\lambda A/B$ and $\varepsilon=c\lambda B/A$. With the ratios $A/B=-c(1+\gamma)/Z$ and $B/A=-c(1-\gamma)/Z$ they become

$$\varepsilon+2c^2=\frac{c^2\lambda(1+\gamma)}Z,\qquad \varepsilon=-\frac{c^2\lambda(1-\gamma)}Z .$$

Their difference is $2c^2=2c^2\lambda/Z$, so $\lambda=Z$ and

$$\varepsilon=-c^2(1-\gamma)=-\frac{Z^2}{2}-\frac{\alpha^2Z^4}{8}+O(\alpha^4Z^6).$$

One electron on a bare nucleus is thus bound more strongly by $\alpha^2Z^4/8$, which is 0.235 eV for $Z=6$. Other electrons reduce this, which suggests

$$\delta\approx\frac{\alpha^2(Z-\sigma)^4}{8}. \tag{1}$$

The result depends strongly on $\sigma$. Differentiating the logarithm gives $d\delta/\delta=-4\,d\sigma/(Z-\sigma)$, so near $\sigma=1$ a change of 0.1 alters the carbon result by 8%.

A tempting choice is $\sigma=5/16$. It minimises the nonrelativistic energy of two electrons in 1s orbitals of exponent $\zeta$, $E=\zeta^2-2Z\zeta+5\zeta/8$, at $\zeta=Z-5/16$. But this $\zeta$ describes the size of an orbital. The quantity needed here is a difference of total energies, including the relativistic change in the repulsion between the electrons. That change has to be calculated.

## The screening of a 1s pair

Consider first an ion with two 1s electrons and no others. Measured in lengths of $1/Z$, the repulsion is smaller than the nuclear attraction by a factor $1/Z$. The correction therefore has the expansion

$$\delta=\alpha^2\left(\frac{Z^4}{8}-bZ^3+O(Z^2)\right).$$

The coefficient $b$ follows from first-order perturbation theory in the interaction. If $J$ is the Coulomb repulsion of the pair and $M$ its magnetic energy, the pair has energy $2\varepsilon+J+M$. The ion left after ionisation has energy $\varepsilon$. Hence $I_{\rm rel}=-\varepsilon-J-M$, and subtracting the nonrelativistic value gives

$$\delta=\frac{\alpha^2Z^4}{8}-\Delta J-M, \tag{2}$$

where $\Delta J$ is the relativistic change of $J$.

### Coulomb repulsion

The two Dirac 1s states have equal, spherical densities. Their exchange integral vanishes because their overlap density is zero at every point: the two spin states are orthogonal in both the large and the small components. From the solution above, the normalised radial density is

$$D_a(r)=\frac{(2Z)^a r^{a-1}e^{-2Zr}}{\Gamma(a)},\qquad a=2\gamma+1\approx3-Z^2\alpha^2 .$$

Relativity lowers $a$ and moves charge inwards. Since $J$ contains the density twice, symmetrically, its first-order change is

$$\Delta J=2\int_0^\infty\Delta D(r)\,v(r)\,dr,$$

where $v$ is the potential of the nonrelativistic density $D_3=4Z^3r^2e^{-2Zr}$. The charge inside $r$, divided by $r$, contributes

$$\frac1r-e^{-2Zr}\left(\frac1r+2Z+2Z^2r\right),$$

and the charge outside contributes $e^{-2Zr}(Z+2Z^2r)$. Their sum is

$$v(r)=\frac1r-\left(Z+\frac1r\right)e^{-2Zr}.$$

Set $x=2Zr$. The averages needed over $D_a$ are gamma integrals:

$$\left\langle\frac1x\right\rangle=\frac1{a-1},\quad
\langle e^{-x}\rangle=2^{-a},\quad
\left\langle\frac{e^{-x}}x\right\rangle=\frac{2^{1-a}}{a-1}.$$

Thus

$$\langle v\rangle_a=2Z\left[\frac1{a-1}-2^{-a-1}-\frac{2^{1-a}}{a-1}\right].$$

At $a=3$ the bracket is $1/2-1/16-1/8=5/16$, which gives the nonrelativistic repulsion $5Z/8$ used above. The derivative at $a=3$ is

$$\frac{d\langle v\rangle_a}{da}=2Z\left[-\frac14+\frac{\ln2}{16}+\frac{\ln2}{8}+\frac1{16}\right]
=-\frac{3Z}{8}(1-\ln2).$$

Multiplying by the change $-Z^2\alpha^2$ of $a$ and by the factor 2 gives

$$\Delta J=\frac34(1-\ln2)\,\alpha^2Z^3. \tag{3}$$

The sign is positive because the contracted electrons repel each other more strongly. This makes ionisation easier.

### Magnetic energy

An electron spin $\mathbf s$ has the magnetic moment $\boldsymbol\mu=-\alpha\mathbf s$ in Gaussian-type atomic units. To find the field at the position of a point moment, replace it by a uniformly magnetised sphere of radius $R$. The inner field is $2\boldsymbol\mu/R^3$; its integral over the volume $4\pi R^3/3$ is $8\pi\boldsymbol\mu/3$, whatever the radius. The energy $-\boldsymbol\mu_2\cdot\mathbf B_1$ therefore contains the contact term

$$H_{\rm c}=-\frac{8\pi}{3}\alpha^2\,\mathbf s_1\cdot\mathbf s_2\,\delta(\mathbf r_{12}).$$

The field outside the moment has the angular form of a dipole and averages to zero in the spherical pair state.

The magnetic interaction of the orbital motions also vanishes for this pair. Its operator is $-\frac{\alpha^2}{2}G_{ij}p_{1i}p_{2j}$, summed over $i,j$, with $G_{ij}=\delta_{ij}/r_{12}+r_{12,i}r_{12,j}/r_{12}^3$. For a product of equal real orbitals of density $\rho$, the expectation value is

$$\frac{\alpha^2}{8}\int\!\!\int G_{ij}\,\partial_i\rho(\mathbf r_1)\,\partial_j\rho(\mathbf r_2)\,d^3r_1d^3r_2 .$$

Integration by parts moves $\partial_i$ onto $G_{ij}$, and $\partial_iG_{ij}=(-1+4-3)\,r_{12,j}/r_{12}^3=0$.

In the singlet, $\mathbf s_1\cdot\mathbf s_2=\frac12\left(0-\frac34-\frac34\right)=-\frac34$. The contact energy is then $+2\pi\alpha^2\langle\delta(\mathbf r_{12})\rangle$. With $\rho=(Z^3/\pi)e^{-2Zr}$ for each electron,

$$\langle\delta(\mathbf r_{12})\rangle=\int\rho^2\,d^3r
=\frac{Z^6}{\pi^2}\,4\pi\,\frac{2}{(4Z)^3}=\frac{Z^3}{8\pi},$$

so that

$$M=\frac{\alpha^2Z^3}{4}. \tag{4}$$

Opposite spins have opposite magnetic moments, and at contact this costs energy. The magnetic term also makes ionisation easier.

### The value of $\sigma$

Expanding equation (1) gives $\alpha^2(Z^4/8-\sigma Z^3/2+3\sigma^2Z^2/4-\dots)$. Its $Z^3$ term must equal $-\Delta J-M$. With the Coulomb part alone,

$$\sigma_{\rm C}=\frac32(1-\ln2)\approx0.46,$$

and with the magnetic part as well,

$$\sigma_{\rm pair}=2-\frac32\ln2\approx0.96. \tag{5}$$

For carbon this gives $(6-0.960)^4\approx645$ and

$$\delta\approx\frac{5.325\times10^{-5}\times645}{8}=0.00429\ \text{hartree}\approx0.117\ \text{eV}.$$

The pair estimate for carbon is therefore about 0.1 eV.

The matching fixes the $Z^3$ term but not the $Z^2$ term. For carbon that matters. The full Dirac energy gives 0.00864 hartree for the one-electron binding correction. Numerical integration with the Dirac 1s functions gives 0.00265 hartree for the rise in repulsion and 0.00288 hartree for the magnetic energy. Equation (2) then gives 0.00311 hartree, or 0.085 eV. The difference from 0.117 eV comes mainly from the uncontrolled lower powers of $Z$ in equation (1).

For large $Z$ within the $\alpha^2$ regime, $\sigma/Z$ becomes small and the relative difference of the two forms shrinks as $1/Z^2$, although the absolute difference grows as $Z^2$. For small $Z$ the two-term expansion fails: $Z^4/8-0.48Z^3$ is negative below $Z\approx3.8$, while the correction of a correlated pair is still positive at $Z=3$. Equation (1) cannot change sign, and this fails in turn for helium, where the correction of the correlated pair is close to zero and slightly negative. The estimate should not be carried down to helium.

## A reference for real atoms

Neutral atoms also have 2s and 2p electrons, which respond to the core hole. Their effect was computed with unrestricted Hartree–Fock theory in large Gaussian s and p bases. Open 2p shells were made spherical by fractional occupation. In the ion one 1s spin orbital was left empty, that of the minority spin in open-shell atoms, and all orbitals were reoptimised. The choice of spin matters for the binding energy itself: in carbon the other choice raises it by about 2.5 eV, but changes $\delta$ by less than 0.001 eV.

The one-electron part of relativity was included with the spin-free exact two-component (X2C) Hamiltonian. This reduces the one-electron Dirac problem in the basis to its electron states and drops spin–orbit coupling. It treats the nuclear potential relativistically but leaves the electron repulsion in its nonrelativistic form. The missing repulsion term can be found by reducing the Dirac equation to order $\alpha^2$.

Eliminating the small component gives, for the large component $\varphi$,

$$\left[\frac{p^2}2+V-\frac{\alpha^2}{4}\,\boldsymbol\sigma\!\cdot\!\mathbf p\,(\varepsilon-V)\,\boldsymbol\sigma\!\cdot\!\mathbf p\right]\varphi=\varepsilon\varphi ,$$

where $\boldsymbol\sigma$ denotes the Pauli matrices. The small component carries a norm $\alpha^2\langle p^2\rangle/4$, so the normalised function is $\psi=(1+\alpha^2p^2/8)\varphi$. Substitute $\varphi=(1-\alpha^2p^2/8)\psi$ and multiply from the left by the same factor. The terms containing $\varepsilon$ in the correction cancel. Without spin–orbit coupling, what remains is

$$-\frac{\alpha^2p^4}{8}+\frac{\alpha^2}{8}\left(2\mathbf p\!\cdot\!V\mathbf p-p^2V-Vp^2\right)
=-\frac{\alpha^2p^4}{8}+\frac{\alpha^2}{8}\nabla^2V .$$

The last term is the Darwin term. For the repulsion, $\nabla^2(1/r_{12})=-4\pi\delta(\mathbf r_{12})$, and each electron of a pair contributes once. The two-electron Darwin operator is therefore $-\pi\alpha^2\delta(\mathbf r_{12})$.

In a Hartree–Fock determinant, electrons of equal spin do not meet, and electrons of opposite spin meet as a singlet. With $C=\int\rho_\uparrow\rho_\downarrow\,d^3r$, the Darwin energy is $-\pi\alpha^2C$ and the magnetic contact energy is $+2\pi\alpha^2C$. Ionisation removes most of $C$. The first term therefore raises $\delta$, and the second lowers it by twice as much.

For carbon the three contributions are

$$\delta=0.098+0.034-0.067\approx0.064\ \text{eV},$$

where the last digit reflects rounding of the parts. For all four elements, in eV:

| Atom | Eqs. (1), (5) | Bare pair, HF | Neutral atom, HF |
|---|---:|---:|---:|
| C | 0.117 | 0.101 | 0.064 |
| N | 0.241 | 0.219 | 0.145 |
| O | 0.445 | 0.416 | 0.290 |
| F | 0.757 | 0.721 | 0.514 |

The middle column uses the same Hartree–Fock treatment for an ion with two electrons. The formula exceeds it by 16% for carbon and 5% for fluorine, relative to the Hartree–Fock value. The main fault of the pair estimate for neutral atoms is thus the absence of outer electrons, which lower $\delta$ by 0.04 eV in carbon and 0.21 eV in fluorine. The calculation gives the total effect of the outer electrons and does not separate its causes.

## A screening constant for neutral atoms

The carbon result can be used to define an effective $\sigma$ that includes the outer shell. Inverting equation (1),

$$\sigma=6-\left(\frac{8\times0.0640/27.211}{5.325\times10^{-5}}\right)^{1/4}\approx1.66 .$$

With the unrounded value, 1.665, and the conversion to eV,

$$\delta\approx1.81\times10^{-4}\,(Z-1.665)^4\ \text{eV}. \tag{6}$$

This predicts 0.147 eV for N, 0.292 eV for O and 0.524 eV for F. The directly computed values are 0.145, 0.290 and 0.514 eV, so the largest deviation is 2%. Carbon agrees by construction. Separate inversions give $\sigma$ between 1.66 and 1.70 for the four atoms. The near constancy is a numerical finding for these four atoms; the pair derivation does not explain it. It does not hold for the whole row: the same treatment gives 1.73 for boron and 1.74 for neon, but 2.16 for beryllium.

The size of the correction also depends on which relativistic Hamiltonian is meant. Without the magnetic energy, the neutral-atom values are 0.131, 0.256, 0.457 and 0.752 eV. These are the numbers to compare with a Dirac–Coulomb calculation. For carbon the correction is 0.06 eV with the magnetic contact energy and 0.13 eV without it. Inverting equation (1) for the Coulomb values gives $\sigma$ rising from about 0.8 in carbon to 1.0 in fluorine, so a single constant serves less well there.

## Use with core-hole calculations

The correction is added once to the nonrelativistic total-energy difference. For the Hartree–Fock fluorine atom,

$$697.87+0.51=698.38\ \text{eV}.$$

It should not be added to a calculation that already uses a relativistic Hamiltonian.

For molecules, the atomic value is useful if the correction depends little on bonding. In methane, with C–H distances of 1.09 Å and a basis of s and p functions only (the atomic set on carbon, cc-pVDZ on hydrogen; convergence with d functions was not tested), the nonrelativistic Hartree–Fock C 1s binding energy is about 290.6 eV, against 296.85 eV in the spherical carbon atom. The two values differ by more than 6 eV, but not through bonding alone: the fractional 2p occupation also shifts the atomic value, which is about 295.1 eV when two 2p orbitals are singly occupied. The X2C part of the correction changes from 0.098 to 0.103 eV, a difference of 0.005 eV. The two contact terms were not computed for methane. They come mostly from the 1s pair, so a similar insensitivity is expected but not shown.

If the correction is nearly the same in two molecules, it cancels from the chemical shift between them. It matters for absolute binding energies and for comparisons between elements.

Several effects lie outside the estimate. For the bare pair, a correlated wave function gives about 0.11 eV for carbon and 0.75 eV for fluorine, above the Hartree–Fock values by about 0.01 and 0.03 eV and closer to equations (1) and (5). This electron correlation is absent from the reference. So are spin–orbit coupling and the magnetic exchange between core and outer electrons, apart from the contact term. Quantum-electrodynamic shifts have the scale $\alpha^3Z^4$, which is 0.014 eV for carbon and 0.069 eV for fluorine; their coefficient contains a logarithm and exceeds one. For a single 1s electron on the bare nucleus the shift lowers the binding by about 0.02 eV for carbon and 0.10 eV for fluorine, over a third and about a fifth of the respective $\delta$. Its value in the neutral atoms was not calculated. As an estimate of the full physical correction, equation (6) is therefore uncertain already in its first significant digit.

The expansion in $\alpha^2$ is a smaller concern here. The next one-electron term, $\alpha^4Z^6/16$, is smaller than the first by $\alpha^2Z^2/2$, or 0.2% for fluorine. That ratio grows as $Z^2$, and the outer shells also change down the periodic table. Equation (6) is therefore an estimate for 1s levels from C to F, and heavier elements need a relativistic calculation of their own.
